# Magnetoresistance of a Resonant Level Between Identical Ferromagnetic Contacts: a numerical check

```python
"""
Result under test: a spin-degenerate, non-interacting level at the Fermi energy
between identical ferromagnetic contacts has the magnetoresistance
    MR = (G_P - G_AP) / G_AP = (r - 1)^2 / (4 r),   r = width_major / width_minor,
which is 56.25 percent for r = 4.
G_P, G_AP : conductance with parallel, antiparallel magnetizations
width     : full level width from one contact; width/hbar is the escape rate
Lattice tests use contact hopping = 1 and hbar = 1. A contact coupled to the
level by v then gives the width 2 v^2 at the band centre.
"""
import numpy as np
from scipy.constants import e, h, k as k_boltzmann
from scipy.integrate import quad
from scipy.special import expit


def transmission(width_left, width_right, detuning):
    """Derived formula for the transmission of one spin."""
    return width_left * width_right / (
        detuning**2 + (width_left + width_right)**2 / 4)


def spin_channels(major, minor):
    """Left and right widths seen by spin up and spin down."""
    return {"P": [(major, major), (minor, minor)],
            "AP": [(major, minor), (minor, major)]}


def magnetoresistance(g_parallel, g_antiparallel):
    return (g_parallel - g_antiparallel) / g_antiparallel


def chain_hamiltonian(n_left, n_right, v_left, v_right, level):
    """Finite chain with the level at index n_left."""
    size = n_left + n_right + 1
    bonds = -np.ones(size - 1)
    if n_left > 0:
        bonds[n_left - 1] = -v_left
    if n_right > 0:
        bonds[n_left] = -v_right
    matrix = np.diag(bonds, 1) + np.diag(bonds, -1)
    matrix[n_left, n_left] = level
    return matrix


# Test: solve the lattice Schroedinger equations for the scattering amplitudes.
def solve_scattering(energy, level, v_left, v_right):
    z = np.exp(1j * np.arccos(-energy / 2))
    matrix = np.array([
        [energy * z + z**2, v_left, 0],
        [v_left * z, energy - level, v_right * z],
        [0, v_right, energy * z + z**2]], dtype=complex)
    source = np.array([-(energy / z + 1 / z**2), -v_left / z, 0])
    reflected, _, transmitted = np.linalg.solve(matrix, source)
    return reflected, transmitted


for energy, level, v_left, v_right in [
        (0.0, 0.0, 0.6, 0.3), (0.0, 0.35, 0.6, 0.3),
        (0.7, 0.2, 0.5, 0.8), (-0.9, 0.1, 0.4, 0.4)]:
    reflected, transmitted = solve_scattering(energy, level, v_left, v_right)
    sin_k = np.sqrt(1 - energy**2 / 4)
    w_left, w_right = 2 * v_left**2 * sin_k, 2 * v_right**2 * sin_k
    shift = -(v_left**2 + v_right**2) * energy / 2
    predicted = transmission(w_left, w_right, energy - level + shift)
    assert abs(abs(transmitted)**2 - predicted) < 1e-10
    assert abs(abs(transmitted)**2 + abs(reflected)**2 - 1) < 1e-10
    if energy == 0 and level == 0:
        assert abs(reflected - (w_left - w_right) / (w_left + w_right)) < 1e-10

# Test: an occupied level joined to one contact empties at the rate width/hbar.
decay_coupling = 0.1
energies, modes = np.linalg.eigh(
    chain_hamiltonian(0, 300, 0.0, decay_coupling, 0.0))
survival = [abs(np.sum(modes[0]**2 * np.exp(-1j * energies * time)))**2
            for time in (50.0, 100.0)]
decay_rate = np.log(survival[0] / survival[1]) / 50.0
decay_ratio = decay_rate / (2 * decay_coupling**2)
# Finite bandwidth changes the rate by about half a percent.
assert abs(decay_ratio - 1) < 0.02


# Test: conductance from the time evolution of all electrons after a small bias.
def evolved_conductance(width_left, width_right, level):
    """Late-time current / bias in units of e^2/h, without scattering theory."""
    n_lead, bias, time, thermal_energy = 400, 0.002, 150.0, 0.005
    v_left, v_right = np.sqrt(width_left / 2), np.sqrt(width_right / 2)
    before = chain_hamiltonian(n_lead, n_lead, v_left, v_right, level)
    levels, states = np.linalg.eigh(before)
    density = (states * expit(-levels / thermal_energy)) @ states.T
    potential = np.zeros(2 * n_lead + 1)
    potential[:n_lead] = bias / 2
    potential[n_lead + 1:] = -bias / 2
    levels, states = np.linalg.eigh(before + np.diag(potential))
    sites = [n_lead - 1, n_lead, n_lead + 1]
    evolve = (states[sites] * np.exp(-1j * levels * time)) @ states.T
    local = evolve @ density @ evolve.conj().T
    current_left = -2 * v_left * local[0, 1].imag
    current_right = -2 * v_right * local[1, 2].imag
    return 2 * np.pi * (current_left + current_right) / (2 * bias)


lattice_channels = spin_channels(0.8, 0.2)
evolved_mr = {}
evolved_sums = {}
for level in (0.0, 0.4):
    sums = {}
    for name, channels in lattice_channels.items():
        sums[name] = 0.0
        for w_left, w_right in channels:
            value = evolved_conductance(w_left, w_right, level)
            # Finite time and small thermal smearing leave errors below 0.01.
            assert abs(value - transmission(w_left, w_right, level)) < 0.01
            sums[name] += value
    evolved_sums[level] = sums
    evolved_mr[level] = magnetoresistance(sums["P"], sums["AP"])

# Worked example: energies in meV.
major, minor = 4.0, 1.0
ratio = major / minor
polarization = (major - minor) / (major + minor)
bias_volt = 10e-6
channels = spin_channels(major, minor)


def total_transmission(name, detuning):
    return sum(transmission(a, b, detuning) for a, b in channels[name])


def mr_detuned(detuning):
    return magnetoresistance(total_transmission("P", detuning),
                             total_transmission("AP", detuning))


def mr_thermal(temperature):
    thermal_mev = k_boltzmann * temperature / e * 1e3
    averages = [quad(lambda x: total_transmission(name, x * thermal_mev)
                     / (4 * np.cosh(x / 2)**2), -40, 40,
                     points=[0.0], limit=200)[0] for name in ("P", "AP")]
    return magnetoresistance(*averages)


sum_p, sum_ap = total_transmission("P", 0), total_transmission("AP", 0)
quantum = e**2 / h
g_p, g_ap = quantum * sum_p, quantum * sum_ap
mr_resonant = magnetoresistance(g_p, g_ap)
formula_mr = (ratio - 1)**2 / (4 * ratio)
far_limit = (ratio - 1)**2 / (2 * ratio)

assert abs(mr_resonant - formula_mr) < 1e-12
assert abs(mr_resonant - polarization**2 / (1 - polarization**2)) < 1e-12
assert abs(evolved_mr[0.0] - formula_mr) < 0.015
assert abs(mr_detuned(1000.0) - far_limit) < 1e-3
assert mr_detuned(1.0) < mr_resonant < mr_detuned(10.0)
assert abs(mr_thermal(0.1) - formula_mr) < 0.005
assert mr_thermal(4.0) < mr_resonant

print(f"majority width per contact: {major:.1f} meV")
print(f"minority width per contact: {minor:.1f} meV")
print(f"width ratio r: {ratio:.1f} (no unit)")
print(f"width polarization P: {polarization:.2f} (no unit)")
print(f"parallel, majority transmission: {transmission(major, major, 0):.4f}")
print(f"parallel, minority transmission: {transmission(minor, minor, 0):.4f}")
print(f"antiparallel transmission per spin: {transmission(major, minor, 0):.4f}")
print(f"antiparallel reflection per spin: {1 - transmission(major, minor, 0):.4f}")
print(f"parallel transmission sum: {sum_p:.4f}")
print(f"antiparallel transmission sum: {sum_ap:.4f}")
print(f"e^2/h: {quantum * 1e6:.3f} microsiemens")
print(f"parallel conductance: {g_p * 1e6:.2f} microsiemens")
print(f"antiparallel conductance: {g_ap * 1e6:.2f} microsiemens")
print(f"bias: {bias_volt * 1e6:.1f} microvolt")
print(f"parallel current: {g_p * bias_volt * 1e9:.3f} nA")
print(f"antiparallel current: {g_ap * bias_volt * 1e9:.3f} nA")
print(f"magnetoresistance, divided by G_AP: {100 * mr_resonant:.2f} percent")
print(f"same difference, divided by G_P: {100 * (g_p - g_ap) / g_p:.2f} percent")
for detuning in (1.0, 2.0, 4.0, 10.0, 100.0):
    print(f"magnetoresistance at detuning {detuning:.0f} meV: "
          f"{100 * mr_detuned(detuning):.2f} percent")
print(f"far-detuned limit: {100 * far_limit:.2f} percent")
for temperature in (0.1, 4.0):
    print(f"thermal energy at {temperature:.1f} K: "
          f"{k_boltzmann * temperature / e * 1e3:.4f} meV")
    print(f"magnetoresistance at {temperature:.1f} K, level at Fermi energy: "
          f"{100 * mr_thermal(temperature):.2f} percent")
print(f"decay test, measured rate / (width/hbar): {decay_ratio:.4f}")
print(f"time evolution, resonance, parallel sum: {evolved_sums[0.0]['P']:.4f}")
print(f"time evolution, resonance, antiparallel sum: {evolved_sums[0.0]['AP']:.4f}")
print(f"time evolution, resonance, magnetoresistance: "
      f"{100 * evolved_mr[0.0]:.2f} percent")
print(f"time evolution, level detuned by twice the minority width: "
      f"{100 * evolved_mr[0.4]:.2f} percent")
print("no test failed")
```

It prints:

```
majority width per contact: 4.0 meV
minority width per contact: 1.0 meV
width ratio r: 4.0 (no unit)
width polarization P: 0.60 (no unit)
parallel, majority transmission: 1.0000
parallel, minority transmission: 1.0000
antiparallel transmission per spin: 0.6400
antiparallel reflection per spin: 0.3600
parallel transmission sum: 2.0000
antiparallel transmission sum: 1.2800
e^2/h: 38.740 microsiemens
parallel conductance: 77.48 microsiemens
antiparallel conductance: 49.59 microsiemens
bias: 10.0 microvolt
parallel current: 0.775 nA
antiparallel current: 0.496 nA
magnetoresistance, divided by G_AP: 56.25 percent
same difference, divided by G_P: 36.00 percent
magnetoresistance at detuning 1 meV: 30.61 percent
magnetoresistance at detuning 2 meV: 28.12 percent
magnetoresistance at detuning 4 meV: 55.42 percent
magnetoresistance at detuning 10 meV: 96.34 percent
magnetoresistance at detuning 100 meV: 112.31 percent
far-detuned limit: 112.50 percent
thermal energy at 0.1 K: 0.0086 meV
magnetoresistance at 0.1 K, level at Fermi energy: 56.24 percent
thermal energy at 4.0 K: 0.3447 meV
magnetoresistance at 4.0 K, level at Fermi energy: 46.76 percent
decay test, measured rate / (width/hbar): 1.0050
time evolution, resonance, parallel sum: 1.9957
time evolution, resonance, antiparallel sum: 1.2788
time evolution, resonance, magnetoresistance: 56.06 percent
time evolution, level detuned by twice the minority width: 28.43 percent
no test failed
```
